\section*{Spin--orbit coupling in PAW: one-centre terms and scalar partial waves, part 1}

(Sections cited here and not found follow in the second part.)

\section{The decision and the result}

Spin--orbit (SO) coupling enters a projector augmented-wave (PAW) calculation after two choices. The first is whether the SO operator may be represented by all-electron one-centre matrix elements alone, with no term on the plane-wave grid and no smooth one-centre counter-term. The second is whether partial waves generated without SO coupling are an adequate basis for those matrix elements. Both depend on where in space the matrix elements collect their value. For the $6p$ shell of lead the term omitted by the first choice is about $4\times10^{-5}$ of the SO parameter, for carbon $2p$ about $1.6\%$; the dataset of two scalar partial waves built below misses about $10\%$ of the lead $6p$ splitting of the full ZORA equation in the same frozen potential, an error of the partial-wave basis whose attribution to the SO-free generation remains a conjecture.

\paragraph{Assumptions.} Hartree atomic units are used, $c=1/\alpha$, $\mathbf p=-i\nabla$, $\mathbf S=\boldsymbol\sigma/2$, and a prime means $d/dr$.
(A1) The electrons move in a local Kohn--Sham potential $V$, a mean field, with point nuclei and a fixed zero; for an atom $V(\infty)=0$.
(A2) Inside each augmentation sphere $r\le r_c$ only the spherical part of $V$ enters the SO operator, and spheres do not overlap.
(A3) The partial waves $\phi_i=R_{nl}Y_{lm}\chi_\sigma$, with $u_{nl}=rR_{nl}$, are regular solutions of the scalar (SO-free) radial equation; their smooth partners $\tilde\phi_i$ equal them for $r\ge r_c$; the projectors vanish beyond $r_c$ and obey $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$.
(A4) Completeness: inside a sphere the smooth wave function equals $\sum_i\tilde\phi_i\langle\tilde p_i|\tilde\psi\rangle$.

\paragraph{Theorem.} Let $K=(1-V/2c^2)^{-1}$.

(a) In the zeroth-order regular approximation (ZORA) the SO operator is $\tfrac12\boldsymbol\sigma\cdot(\nabla K\times\mathbf p)$, and for spherical $V$ it is $\xi(r)\,\mathbf L\cdot\mathbf S$ with
\begin{equation}
\xi=\frac{K'}{r}=\frac{K^2V'}{2c^2r}.\label{xi}
\end{equation}

(b) Under (A1)--(A4) its PAW form is the SO operator restricted to the region outside the spheres plus $\sum_{ij}|\tilde p_i\rangle D^{\rm SO}_{ij}\langle\tilde p_j|$ for each sphere, where
\begin{equation}
D^{\rm SO}_{ij}=\delta_{ll'}\,\Xi^{l}_{nn'}\,\langle lm\sigma|\mathbf L\cdot\mathbf S|lm'\sigma'\rangle,\qquad
\Xi^{l}_{nn'}=\int_0^{r_c}\xi\,u_{nl}u_{n'l}\,dr.\label{D}
\end{equation}

(c) For a normalised atomic orbital with $l\ge1$ let $\zeta=\int_0^\infty\xi u^2dr$, let $\zeta_{\rm out}$ be the part from $r>r_c$, and $f=\zeta_{\rm out}/\zeta$. If $V\le0$ for $r\ge r_c$, then
\begin{equation}
\zeta_{\rm out}\le\frac{Q_{\max}P_{\rm out}}{2c^2r_c^3},\qquad Q_{\max}=\max_{r\ge r_c}|r^2V'|,\quad P_{\rm out}=\int_{r_c}^\infty u^2dr.\label{bound}
\end{equation}
For the nonrelativistic bare Coulomb problem at zero energy, to leading order in $(8Zr_c)^{-1/2}$,
\begin{equation}
f\simeq f_C=\frac{16\,l(l+1)(2l+1)}{3\pi\,(8Zr_c)^{3/2}}.\label{fC}
\end{equation}

Part (c) quantifies how much of the matrix element comes from outside the sphere. It concerns matrix elements between atomic-like functions, and its strength depends on $Z$, $l$ and $r_c$.

\section{The ZORA operator}

\paragraph{Lemma 1.} The ZORA Hamiltonian is $H=\tfrac12\mathbf p\cdot K\mathbf p+V+\tfrac12\boldsymbol\sigma\cdot(\nabla K\times\mathbf p)$.

\paragraph{Proof.} With the rest energy removed, the Dirac--Kohn--Sham equations for the large and small components $\varphi$, $\chi$ read $V\varphi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=\varepsilon\varphi$ and $c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V-2c^2)\chi=\varepsilon\chi$. The second gives $\chi=c\,(2c^2+\varepsilon-V)^{-1}\boldsymbol\sigma\cdot\mathbf p\,\varphi$, and insertion into the first gives the exact equation
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,\frac{c^2}{2c^2+\varepsilon-V}\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+V\varphi=\varepsilon\varphi.\label{elim}
\end{equation}
The fraction factorises as $\frac{c^2}{2c^2-V}\bigl(1+\frac{\varepsilon}{2c^2-V}\bigr)^{-1}$. For $V\le0$ the expansion parameter $\varepsilon/(2c^2-V)$ is at most $|\varepsilon|/2c^2$ in size everywhere, including the nucleus, and is tiny for valence energies. ZORA sets the second factor to one and normalises $\varphi$ to unity. Since $c^2/(2c^2-V)=K/2$, the Hamiltonian is $\tfrac12\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p+V$. The Pauli rule $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ and the product rule $p_iK=Kp_i-i(\partial_iK)$ give
\begin{align}
\sigma_ip_iK\sigma_jp_j&=p_iKp_i+i\epsilon_{ijk}\sigma_k\bigl[Kp_ip_j-i(\partial_iK)p_j\bigr]\nonumber\\
&=p_iKp_i+\epsilon_{ijk}\sigma_k(\partial_iK)p_j .
\end{align}
The term $Kp_ip_j$ drops out because it is symmetric in $i,j$ while $\epsilon_{ijk}$ is antisymmetric, and $i\cdot(-i)=1$ fixes the sign. The last term is $\boldsymbol\sigma\cdot(\nabla K\times\mathbf p)$. $\square$

\paragraph{Proof of (a).} For spherical $V$, $\nabla K=K'\mathbf r/r$, so $\tfrac12\boldsymbol\sigma\cdot(\nabla K\times\mathbf p)=\tfrac12(K'/r)\,\boldsymbol\sigma\cdot\mathbf L=(K'/r)\,\mathbf L\cdot\mathbf S$. Differentiating $K$ gives $K'=(1-V/2c^2)^{-2}V'/2c^2=K^2V'/2c^2$. $\square$

\paragraph{Remark 1.} A shift of $V$ by a constant $\Delta$ changes $K$, and hence $\xi$, by a relative amount of order $\Delta/c^2$, so the zero of $V$ in (A1) is part of the definition. For $K\to1$, Eq.~\eqref{xi} becomes the Pauli form $V'/2c^2r$.

\paragraph{Radial equation.} From $\mathbf J^2=(\mathbf L+\mathbf S)^2$, the eigenvalue of $\mathbf L\cdot\mathbf S$ is $\lambda=\tfrac12[j(j+1)-l(l+1)-\tfrac34]$, which is $l/2$ for $j=l+\tfrac12$ and $-(l+1)/2$ for $j=l-\tfrac12$. Further, $\tfrac12\mathbf p\cdot K\mathbf p=-\tfrac12(K\nabla^2+K'\partial_r)$ with $\nabla^2=r^{-2}\partial_rr^2\partial_r-\mathbf L^2/r^2$, and the two radial-derivative terms combine into one total derivative:
\begin{equation}
-\frac{(r^2KR')'}{2r^2}+\Bigl[\frac{K\,l(l+1)}{2r^2}+V+\lambda\xi\Bigr]R=\varepsilon R.\label{radial}
\end{equation}
The scalar equation of (A3) is the case $\lambda=0$. To first order in $\xi$ a level moves by $\lambda\zeta$, and the two $j$ levels separate by $[l/2+(l+1)/2]\zeta=(l+\tfrac12)\zeta$.

\paragraph{Remark 2.} The sign and the factor in Eq.~\eqref{xi} can be checked against the Dirac spectrum. For $V=-Z/r$ put $\mathbf r=\mu\mathbf s$ in Eq.~\eqref{elim}, so that $\mathbf p_r=\mathbf p_s/\mu$ and $V(r)=V(s)/\mu$. Multiplying by $\mu$ turns the fraction into $c^2/[\mu(2c^2+\varepsilon_D)-V]$ and the right side into $\mu\varepsilon_D\varphi$. The choice $\mu=2c^2/(2c^2+\varepsilon_D)$ produces the ZORA equation with eigenvalue $2c^2\varepsilon_D/(2c^2+\varepsilon_D)$, where $\varepsilon_D$ is the Dirac level. For $Z=82$ a grid solution of Eq.~\eqref{radial} gives $-982.740$ and $-880.365$~Ha for $2p_{1/2}$ and $2p_{3/2}$, and $-389.264$ and $-381.177$~Ha for $3d_{3/2}$ and $3d_{5/2}$, equal to the scaled Dirac values in all digits shown.

\section{The PAW form}

\paragraph{Lemma 2.} In the basis of complex spherical harmonics with the Condon--Shortley phase, the nonzero elements of $\mathbf L\cdot\mathbf S$ are
\begin{align}
\langle lm{\uparrow}|\mathbf L\cdot\mathbf S|lm{\uparrow}\rangle&=\tfrac m2,\qquad
\langle lm{\downarrow}|\mathbf L\cdot\mathbf S|lm{\downarrow}\rangle=-\tfrac m2,\nonumber\\
\langle l,m{+}1,{\downarrow}|\mathbf L\cdot\mathbf S|lm{\uparrow}\rangle&=\tfrac12\sqrt{l(l+1)-m(m+1)},
\end{align}
and the Hermitian conjugate of the last.

\paragraph{Proof.} With $L_\pm=L_x\pm iL_y$ and likewise for $S$, expanding the products gives $L_+S_-+L_-S_+=2(L_xS_x+L_yS_y)$, so $\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+)$. The first term is diagonal with value $m\cdot(\pm\tfrac12)$. In the second, $S_-|{\uparrow}\rangle=|{\downarrow}\rangle$ and $L_+|lm\rangle=\sqrt{l(l+1)-m(m+1)}\,|l,m+1\rangle$. Every component of $\mathbf L$ commutes with $\mathbf L^2$, so $l$ is conserved. $\square$

For real $p$ harmonics, proportional to $x_a/r$, the relation $L_kx_b=-i\epsilon_{kad}\,x_a\partial_dx_b=-i\epsilon_{kab}\,x_a$ gives $\langle p_a|L_k|p_b\rangle=-i\epsilon_{kab}$.

\paragraph{Proof of (b).} The PAW map is $\psi=\tilde\psi+\sum_{\rm spheres}(\psi^1-\tilde\psi^1)$, with $\psi^1=\sum_ic_i\phi_i$, $\tilde\psi^1=\sum_ic_i\tilde\phi_i$ and $c_i=\langle\tilde p_i|\tilde\psi\rangle$. The SO operator $O$ is a local differential operator, so $\langle\psi|O|\psi\rangle$ is a volume integral that splits into regions. Outside the spheres $\phi_i=\tilde\phi_i$, so $\psi=\tilde\psi$. Inside a sphere $\psi=\psi^1+\delta$ with $\delta=\tilde\psi-\tilde\psi^1$, and $O=\xi\,\mathbf L\cdot\mathbf S$ by (A2). This operator is Hermitian on the sphere alone, because $\mathbf L$ differentiates only along angles and produces no surface term at $r_c$. Hence
\begin{equation}
\langle\psi|O|\psi\rangle=\langle\tilde\psi|O|\tilde\psi\rangle_{\rm out}+\langle\psi^1|O|\psi^1\rangle_{\rm in}+2\,{\rm Re}\langle\delta|O|\psi^1\rangle_{\rm in}+\langle\delta|O|\delta\rangle_{\rm in}.\label{split}
\end{equation}
Assumption (A4) is $\delta=0$. What remains inside is $\sum_{ij}c_i^*\langle\phi_i|O|\phi_j\rangle_{\rm in}c_j$. The integral factorises into the radial part $\int_0^{r_c}\xi R_{nl}R_{n'l'}r^2dr$ and the angular part of Lemma 2, which forces $l=l'$; this is Eq.~\eqref{D}. The admissible $\tilde\psi$ form a complex linear space, so two operators with the same expectation value in all of them have the same matrix elements among them, by polarisation. The outside part alone is Hermitian when the tangential gradient of $K$ vanishes on the sphere surfaces; a potential that is not spherical at $r_c$ leaves a surface term. $\square$

\paragraph{Remark 3.} The general PAW operator expression uses a smooth $\tilde O=\tilde\xi\,\mathbf L\cdot\mathbf S$, equal to $O$ outside the spheres, on the plane-wave grid, and subtracts its one-centre copy:
\begin{equation}
\tilde O+\sum_{ij}|\tilde p_i\rangle\bigl[\langle\phi_i|O|\phi_j\rangle_{\rm in}-\langle\tilde\phi_i|\tilde O|\tilde\phi_j\rangle_{\rm in}\bigr]\langle\tilde p_j|.\label{full}
\end{equation}
Its expectation value exceeds the one-centre term by the outside part plus the residual $\langle\tilde\psi|\tilde O|\tilde\psi\rangle_{\rm in}-\langle\tilde\psi^1|\tilde O|\tilde\psi^1\rangle_{\rm in}$, which vanishes for $\delta=0$. For a state of definite $l,j$, normalised with the PAW overlap operator, first-order perturbation theory therefore gives
\begin{equation}
\varepsilon_{\rm full}-\varepsilon_{\text{one-centre}}=\lambda\,(\zeta_{\rm out}+\rho),\qquad
\rho=\int_0^{r_c}\tilde\xi\,\bigl[\tilde u^2-(\tilde u^1)^2\bigr]dr.\label{diff}
\end{equation}
Neither form contains the $\delta$ terms of Eq.~\eqref{split}, which involve the all-electron operator $O$, so the error from omitting them is common to both; the residual $\rho$, which also stems from $\delta$, enters only the full form.

\section{Where the matrix element is collected}

\paragraph{Lemma 3.} Near a point nucleus $\xi=a/[r(r+a)^2]$ with $a=Z/2c^2$, and the regular solution of Eq.~\eqref{radial} behaves as $u\sim r^\gamma$ with
\begin{equation}
\gamma^2=l(l+1)+1+2\lambda-(Z\alpha)^2.\label{gamma}
\end{equation}

\paragraph{Proof.} With $V=-Z/r$, $K=1/(1+a/r)=r/(r+a)$ and $K'=a/(r+a)^2$. For $r\ll a$, $K\simeq r/a$ and $\xi\simeq1/(ar)$. Put $R=r^s$. Then $r^2KR'=s\,r^{s+2}/a$, its derivative is $s(s+2)r^{s+1}/a$, and the terms of order $r^{s-1}$ in Eq.~\eqref{radial} give
\begin{equation}
-\frac{s(s+2)}{2a}+\frac{l(l+1)}{2a}-Z+\frac{\lambda}{a}=0,
\end{equation}
the energy term being of order $r^s$. Multiplying by $2a$, using $2aZ=(Z\alpha)^2$ and $\gamma=s+1$, so that $s(s+2)=\gamma^2-1$, yields Eq.~\eqref{gamma}. $\square$

\paragraph{Remark 4.} For $\lambda=l/2$ the first three terms of Eq.~\eqref{gamma} sum to $(l+1)^2$, and for $\lambda=-(l+1)/2$ to $l^2$; these are the Dirac values $\kappa^2$. With scalar waves the integrand of $\Xi$ vanishes at the nucleus as $r^{2\gamma-1}/a$, so the weight is not concentrated at $r=0$. The factor $K^2<1$ turns the $r^{-3}$ of the Pauli form into $r^{-1}$ below $r\sim a$ and, for a fixed orbital in a potential with $V\le0$ and $V'>0$, lowers $\zeta$. The relativistic change of the orbital itself is a separate effect and can outweigh this reduction.

\paragraph{Lemma 4.} If $\xi>0$ in the sphere, then $\Xi_{12}^2\le\Xi_{11}\Xi_{22}$, with equality only for proportional $u_1,u_2$. At the level of a WKB estimate in a bare Coulomb field, two scalar waves whose energies differ by $\Delta\varepsilon$ differ at radius $r$ in phase by $\tfrac23\Delta\varepsilon\,r^{3/2}/\sqrt{2Z}$ and in relative amplitude by $\Delta\varepsilon\,r/4Z$.

\paragraph{Proof.} The inequality is the Cauchy--Schwarz inequality with weight $\xi$. In the oscillating region $u\simeq k^{-1/2}\sin(\int k\,dr+\text{const})$, and $k^2/2\simeq Z/r$ where the Coulomb term exceeds both $|\varepsilon|$ and the centrifugal term. A change of energy gives $k\,\delta k=\Delta\varepsilon$. The phase changes by $\int_0^r\Delta\varepsilon\,dr'/k=\Delta\varepsilon\int_0^r\sqrt{r'/2Z}\,dr'$, which is the stated value, and the amplitude by $\delta k/2k=\Delta\varepsilon/2k^2=\Delta\varepsilon\,r/4Z$. $\square$

Both changes vanish as $r\to0$. If $\Xi$ is collected at small $r$ it is nearly of rank one, and the inner shape of a valence wave may be studied at zero energy.

\paragraph{Proof of Eq.~\eqref{fC}.} Set $K=1$, $V=-Z/r$, $\varepsilon=0$, $\lambda=0$. Equation~\eqref{radial} becomes $u''=[l(l+1)/r^2-2Z/r]u$. Let $x=\sqrt{8Zr}$, so $r=x^2/8Z$ and $d/dr=(4Z/x)\,d/dx$, and write $u=x\,w(x)$. With a dot for $d/dx$,
\begin{align}
u'&=4Z\bigl(\dot w+w/x\bigr),\qquad u''=\frac{16Z^2}{x}\Bigl(\ddot w+\frac{\dot w}{x}-\frac{w}{x^2}\Bigr),\nonumber\\
\Bigl[\frac{l(l+1)}{r^2}-\frac{2Z}{r}\Bigr]u&=\frac{16Z^2}{x}\Bigl[\frac{4l(l+1)}{x^2}-1\Bigr]w .
\end{align}
Equating the two and using $4l(l+1)+1=(2l+1)^2$ gives Bessel's equation $\ddot w+\dot w/x+(1-\nu^2/x^2)w=0$ with $\nu=2l+1$, so the regular solution is $u\propto\sqrt r\,J_\nu(x)$. With $\xi=Z/2c^2r^3$ and $dr=x\,dx/4Z$, the weight is $\xi u^2dr\propto r^{-2}J_\nu^2\,dr=16Z\,J_\nu^2x^{-3}dx$. The solution is not normalisable, but $f$ is a ratio of two convergent integrals of this weight.

The ZORA spin--orbit operator and its PAW form are now established, and the bare Coulomb estimate of the outside fraction $f$ has been reduced to a ratio of two integrals of $J_\nu^2x^{-3}$. It remains to evaluate them, to prove the bound \eqref{bound}, and to test the one-centre form and the scalar partial waves on computed atoms.
